# Leading quantum correction to harmonic hydrogen hopping from Hessian traces

## The form fixed by symmetry

A hydrogen atom sits in a well of the potential $V$ and hops over a saddle of height $E_b$. Both regions are treated as harmonic. The question is how the quantum rate $k_q$ differs from the classical rate $k_{cl}$ at the same temperature.

Let $K_{ij}=\partial^2V/\partial x_i\partial x_j$, and let $m_i$ be the mass that belongs to coordinate $x_i$; lattice atoms are included. In the coordinates $q_i=\sqrt{m_i}\,x_i$ the Hessian becomes

$$D_{ij}=\frac{K_{ij}}{\sqrt{m_im_j}} ,$$

with eigenvalues $\omega^2$. Call it $D_0$ at the well and $D_s$ at the saddle. With $\beta=1/k_BT$, the dimensionless matrices containing $\hbar$ are $(\beta\hbar)^2D_0$ and $(\beta\hbar)^2D_s$.

Suppose that $\ln(k_q/k_{cl})$ can be expanded in these matrices. Its $\hbar^2$ term is then linear in them. It cannot change when the axes $q$ are rotated at either point, so it depends on eigenvalues, and exchanging two axes shows that all eigenvalues of one matrix carry the same weight. A linear function of this kind is a multiple of the trace. Finally, a spectator mode with the same frequency at well and saddle must cancel, so the two multiples are opposite:

$$\ln\frac{k_q}{k_{cl}}=c\,(\beta\hbar)^2\,[\mathrm{Tr}\,D_0-\mathrm{Tr}\,D_s]+O(\hbar^4).$$

Two things are still open: the number $c$, and whether tunnelling, which belongs to a negative eigenvalue of $D_s$, fits the same expansion.

## One coordinate

**Classical rate.** The well has frequency $\omega_0$ and the barrier is $E_b-\tfrac12m\omega_b^2x^2$. The well is thermally populated, and an atom that crosses the top does not return. The outward thermal flux at the top is

$$\int_0^\infty\frac{dp}{2\pi\hbar}\,\frac pm\,e^{-\beta(p^2/2m+E_b)}=\frac{e^{-\beta E_b}}{2\pi\hbar\beta}.$$

Division by the classical partition function of the well, $1/(\beta\hbar\omega_0)$, gives $k_{cl}=(\omega_0/2\pi)e^{-\beta E_b}$. Planck's constant has cancelled.

**Transmission.** In quantum mechanics an energy interval $dE$ carries the incident flux $v\,dp/2\pi\hbar=dE/2\pi\hbar$, of which a fraction $P(E)$ passes. Measure $E$ from the barrier top and set $\xi=x\sqrt{m\omega_b/\hbar}$, $\varepsilon=E/\hbar\omega_b$. The Schrödinger equation becomes

$$\psi''+(\xi^2+2\varepsilon)\psi=0 .$$

Far out, the local wave number is $\sqrt{\xi^2+2\varepsilon}\approx|\xi|+\varepsilon/|\xi|$. The phase is therefore $\xi^2/2+\varepsilon\ln|\xi|$, and the amplitude falls as $|\xi|^{-1/2}$. With $r=|\xi|$, a wave arriving from the left has the form

$$\xi\to+\infty:\quad B\,r^{i\varepsilon-1/2}e^{i\xi^2/2},$$
$$\xi\to-\infty:\quad r^{-i\varepsilon-1/2}e^{-i\xi^2/2}+A\,r^{i\varepsilon-1/2}e^{i\xi^2/2}.$$

The transmitted form can be followed to the left along $\xi=re^{i\varphi}$, with $r$ large and $\varphi$ running from $0$ to $\pi$. There $|e^{i\xi^2/2}|=e^{-(r^2/2)\sin2\varphi}$. For $\varphi<\pi/2$ this term is the smaller of the two exponentials, and the larger one is absent. For $\pi/2<\varphi<\pi$ it is the larger one. A small admixture of the other exponential may then appear, but it cannot alter the coefficient of the large term. At $\varphi=\pi$ that coefficient is the reflected amplitude:

$$A=B\,e^{i\pi(i\varepsilon-1/2)}=-iB\,e^{-\pi\varepsilon}.$$

Flux conservation, $|A|^2+|B|^2=1$, gives

$$P(E)=|B|^2=\frac1{1+e^{-2\pi E/\hbar\omega_b}} .$$

Direct numerical integration of the Schrödinger equation at $\varepsilon=-0.5$, $-0.1$ and $0.3$ agrees with this to better than one part in a thousand.

**Thermal average.** Let $u_b=\beta\hbar\omega_b$, $a=u_b/2\pi$ and $v=2\pi E/\hbar\omega_b$, so that $\beta E=av$. Then

$$J\equiv\beta\int_{-\infty}^{\infty}P\,e^{-\beta E}dE=a\,I,\qquad I=\int_{-\infty}^\infty\frac{e^{-av}}{1+e^{-v}}\,dv .$$

The integral converges for $0<a<1$. Shifting $v$ by $2\pi i$ multiplies the integrand by $e^{-2\pi ia}$. The rectangle between the two lines encloses the pole at $v=i\pi$, where the derivative of the denominator is $-e^{-i\pi}=1$ and the residue is $e^{-i\pi a}$. Hence

$$(1-e^{-2\pi ia})I=2\pi i\,e^{-i\pi a}\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi a},\qquad J=\frac{u_b/2}{\sin(u_b/2)} .$$

The condition $u_b<2\pi$ has a physical meaning. At lower temperature the Boltzmann factor grows faster towards negative $E$ than the transmission falls, and the result diverges because an ideal parabola has no bottom.

**Ratio.** With $u_0=\beta\hbar\omega_0$, the quantum partition function of the well is

$$Q_0=\sum_{n\ge0}e^{-u_0(n+1/2)}=\frac1{2\sinh(u_0/2)} .$$

The quantum rate is $k_q=e^{-\beta E_b}J/(2\pi\hbar\beta Q_0)$. Dividing by $k_{cl}$,

$$\frac{k_q}{k_{cl}}=\frac{2\sinh(u_0/2)}{u_0}\,J=\frac{\sinh(u_0/2)}{u_0/2}\;\frac{u_b/2}{\sin(u_b/2)} .$$

**High-temperature limit.** For small $y$, both $\sinh y/y$ and $y/\sin y$ equal $1+y^2/6+\dots$. With $y=u/2$ this gives

$$\ln\frac{k_q}{k_{cl}}\approx\frac{u_0^2+u_b^2}{24}=\frac{(\beta\hbar)^2}{24}\,[\omega_0^2-(-\omega_b^2)] .$$

The bracket is the well eigenvalue minus the saddle eigenvalue, so $c=1/24$. In one dimension both parts speed the hop. The quantum partition function of the well is smaller than the classical one, which raises the escape rate, and tunnelling raises the thermally averaged transmission above its classical value.

## Many coordinates

Now there are $N$ coordinates. The well has frequencies $\omega_i$. The saddle has $N-1$ bound modes $\omega_j$ and one unstable mode with eigenvalue $-\omega_b^2$. A prime marks a product over the bound saddle modes.

**Classical rate.** Take the flux through the plane normal to the unstable mode. Each bound mode contributes a factor $1/(\beta\hbar\omega)$ to its partition function, so

$$k_{cl}=\frac{e^{-\beta E_b}}{2\pi\hbar\beta}\,\frac{\prod_i\beta\hbar\omega_i}{\prod_j'\beta\hbar\omega_j}=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j'\omega_j}\,e^{-\beta E_b}.$$

Multiplying numerator and denominator by $\omega_b$ brings in the determinants:

$$k_{cl}=\frac{\omega_b}{2\pi}\sqrt{\frac{\det D_0}{|\det D_s|}}\;e^{-\beta E_b}.$$

Each determinant equals $\det K/\prod_im_i$, so the masses cancel under the root. The classical isotope ratio is therefore $\omega_b^H/\omega_b^D$.

**Quantum rate.** The harmonic saddle separates. Every level of the bound modes adds its energy to the barrier and transmits with the same $P(E)$. The sum over these levels gives a factor $1/[2\sinh(u_j/2)]$ for each bound mode, and

$$\frac{k_q}{k_{cl}}=\frac{\prod_i\dfrac{\sinh(u_i/2)}{u_i/2}}{\prod_j'\dfrac{\sinh(u_j/2)}{u_j/2}}\;\frac{u_b/2}{\sin(u_b/2)} .$$

**Tunnelling as one more eigenvalue.** Define, for an eigenvalue $\lambda=\omega^2$,

$$F(\lambda)=\ln\frac{\sinh(\beta\hbar\sqrt\lambda/2)}{\beta\hbar\sqrt\lambda/2}.$$

The function $\sinh z/z$ contains even powers of $z$ alone, so $F$ has no square-root ambiguity and extends to negative $\lambda$. At $\lambda=-\omega_b^2$ we have $z=iu_b/2$, and $\sinh(iy)/(iy)=\sin y/y$. The tunnelling factor is thus $e^{-F(-\omega_b^2)}$, which has the same form as the factor of a bound saddle mode. Summing over all eigenvalues of each matrix,

$$\ln\frac{k_q}{k_{cl}}=\sum_{\text{well}}F(\lambda)-\sum_{\text{saddle}}F(\lambda).$$

This settles the second open question.

**Expansion.** From $\sinh z/z=1+z^2/6+z^4/120+\dots$,

$$\ln\frac{\sinh z}{z}=\frac{z^2}6+z^4\left(\frac1{120}-\frac1{72}\right)+\dots=\frac{z^2}6-\frac{z^4}{180}+\dots$$

Setting $z^2=(\beta\hbar)^2\lambda/4$ and summing the eigenvalues,

$$\boxed{\ln\frac{k_q}{k_{cl}}=\frac{(\beta\hbar)^2}{24}[\mathrm{Tr}D_0-\mathrm{Tr}D_s]-\frac{(\beta\hbar)^4}{2880}[\mathrm{Tr}D_0^2-\mathrm{Tr}D_s^2]+\dots}$$

with $\mathrm{Tr}\,D=\sum_iK_{ii}/m_i$. The saddle trace includes the negative eigenvalue. The statement concerns the correction factor at fixed temperature. The rate itself still needs $E_b$ and the classical prefactor.

The nearest singularity of $F$ lies where $\sinh z/z=0$, at $z=\pm i\pi$. The series therefore converges when $\beta\hbar|\omega|<2\pi$ for every mode. If the two traces are equal, the leading term vanishes and higher orders decide.

**Opposite limit.** For a bound mode with $u\gg1$, $F\to u/2-\ln u$. The first part is a zero-point energy divided by $k_BT$. The correction then depends on sums of $\omega$ and $\ln\omega$, not of $\omega^2$, and the trace no longer determines it.

## Coupling and isotopes

The diagonal elements of $K$ suffice at leading order. With these held fixed, the off-diagonal elements that couple hydrogen to the lattice change the frequencies, but not the sum of the eigenvalues $\omega^2$. A real spring between two atoms also adds to the diagonal elements and so changes the trace at each point where it acts. The leading term contains only the difference of the two traces, so it changes only if this added part of the trace differs between well and saddle. At the next order $\mathrm{Tr}D^2=\sum_{ij}D_{ij}^2$, so couplings enter through the difference of their squares at well and saddle.

Replace one H by D and leave all else unchanged. Let $S$ be the sum of the three curvatures $V_{xx}+V_{yy}+V_{zz}$ at the hydrogen site. The lattice terms cancel, and

$$\ln\frac{k_H}{k_D}\approx\ln\frac{\omega_b^H}{\omega_b^D}+\frac{(\beta\hbar)^2}{24}\left(\frac1{m_H}-\frac1{m_D}\right)(S_0-S_s).$$

If the saddle is tight enough that $S_s>S_0$, the leading quantum term reduces the advantage of H, although H tunnels more easily.

## Example: a hydrogen atom passing an oxide ring

Consider neutral H passing a ring opening in amorphous SiO$_2$. Let $s$ be one oxygen coordinate of mass 16 u, and let $f=\tfrac12[1+\cos(2\pi x/a)]$ be 1 in the ring and 0 in the void. The model potential is

$$V=E_bf+\tfrac12k_t(f)(y^2+z^2)+\tfrac12k_O(f)s^2-g\,s\sin(2\pi x/a),$$

with $E_b=0.30$ eV, $a=0.40$ nm and $g=3$ eV/nm. From void to ring, $k_t$ rises linearly in $f$ from 30 to 200 eV/nm², and $k_O$ from 960 to 1060 eV/nm². These are round model values.

**Curvatures.** Along the hop, $V_{xx}=\pm2\pi^2E_b/a^2=\pm37.0$ eV/nm², positive in the well. Therefore

$$S_0=37.0+2(30)=97.0,\qquad S_s=-37.0+2(200)=363.0,$$

and $S_0-S_s=-266.0$ eV/nm².

**Trace term at 700 K.** The uncoupled transverse well mode has $\hbar\omega=35.27$ meV at 30 eV/nm². This fixes $\hbar^2/m_H=(0.03527)^2/30=4.147\times10^{-5}$ eV nm². For oxygen the value is smaller by $1.0078/16$, or $2.61\times10^{-6}$ eV nm². With $k_BT=0.06032$ eV,

$$\frac{(4.147\times10^{-5})(-266.0)+(2.61\times10^{-6})(-100)}{24\,(0.06032)^2}=-0.1263-0.0030=-0.129 .$$

The next term is $+0.0036$, and the full harmonic value is $-0.126$, a factor of 0.88. Tunnelling alone gives 1.018 and the bound modes give 0.866. The stiff ring outweighs tunnelling.

A classical rate multiplied by the Boltzmann factor of the zero-point difference would give a different answer. The bound-mode zero-point energies are 79.6 meV in the well and 117.7 meV at the saddle, so that factor would be $e^{-38.1/60.3}=0.53$. For a bound mode $F=u/2+\ln[(1-e^{-u})/u]$ exactly, and the zero-point factor keeps only the first part. The second part multiplies the zero-point factor by 1.63 at 700 K and by 1.98 at 400 K, so cooling from 700 to 400 K does not remove it.

As an independent test, the rate was computed from explicit level sums and a flux integral, with $\hbar$ reduced to 0.2 and 0.1 of its value. The extrapolated $\hbar^2$ coefficient agrees with the trace term to within one part in $10^4$, for H and D at both temperatures used here.

**Coupling.** Setting $g$ to 0, 3 and 6 eV/nm moves the barrier mode from 39.2 to 39.9 and 41.8 meV, while the $\hbar^2$ term stays at $-0.1293$. The $\hbar^4$ term also stays fixed, because the coupling constants $\pm2\pi g/a$ at well and saddle have equal squares. With coupling at the saddle only, the $\hbar^4$ term estimated from the two reduced values of $\hbar$ goes from 0.003558 to 0.003570 and 0.003608. This estimate retains a small $\hbar^6$ part, about $-6\times10^{-6}$ and nearly the same for all three couplings; the exact term without coupling is 0.003564. The shifts are in the ratio of about 1 to 4, as a square requires.

**Rates.** The mode energies give $\prod\hbar\omega_i/\prod'\hbar\omega_j=5.36$ meV. Division by $2\pi\hbar$ yields a prefactor of $1.30\times10^{12}$ s$^{-1}$. Multiplied by $e^{-4.97}$, this is a classical rate of $9.0\times10^9$ s$^{-1}$ per exit, and the quantum factor lowers it to $7.9\times10^9$ s$^{-1}$. The model potential has two exits, along $\pm x$. For uncorrelated hops the diffusivity along $x$ is $2k_qa^2/2=k_qa^2=1.3\times10^{-5}$ cm²/s. A cubic net with six exits of this same rate would give $6k_qa^2/6$, the same number, in every direction, but that net is a separate assumption and not the potential written above.

**Isotope ratio.** The classical H/D ratio is $39.88/28.32=1.408$. The leading quantum part is $-0.1263(1-1.0078/2.0141)=-0.0631$, so the ratio becomes $1.408\,e^{-0.0631}=1.322$. The full harmonic value is 1.326.

**At 400 K.** The trace term is $-0.396$, the next term $+0.033$ and the full value $-0.366$. The trace formula gives a quantum factor of 0.673 against 0.694, an error of 3% relative to the full harmonic factor. The H/D ratio is 1.16 from the trace formula and 1.19 in full. The series converges above 168 K, a limit set by the 91 meV ring modes. The harmonic rate itself stays finite down to 74 K, where $u_b=2\pi$.

## Anharmonicity

The potential is not harmonic over the thermal range, and this also changes the $\hbar^2$ term. For a partition function $Q$, each factor $\hbar$ comes with a gradient. In one dimension, at order $\hbar^2$, the possible terms in $\ln Q$ are thus averages of $\beta^2\hbar^2V''/m$ and $\beta^3\hbar^2V'^2/m$. Integration by parts, with vanishing or periodic boundary terms, gives $\beta\langle V'^2\rangle=\langle V''\rangle$, so one coefficient remains. The harmonic oscillator, for which $\ln(Q/Q_{cl})=-u^2/24+\dots$, fixes it:

$$\ln\frac{Q}{Q_{cl}}=-\frac{(\beta\hbar)^2}{24}\sum_i\frac{\langle V_{ii}\rangle}{m_i}+O(\hbar^4).$$

The formula is written for several coordinates. With $V_i=\partial V/\partial x_i$ and $V_{ii}=\partial^2V/\partial x_i^2$, invariance under rotation of the axes $q_i$ allows only the sums $\sum_iV_{ii}/m_i$ and $\sum_iV_i^2/m_i$, and the integration by parts holds for each $i$, so the same single coefficient remains. Diagonalization of a one-dimensional periodic cosine well with the same $E_b$ and $a$, at 700 K, confirms the coefficient to one part in a thousand.

This suggests an estimate: replace the curvatures at the two points by thermal averages over the well and over the plane $x=0$. The trace term then changes from $-0.129$ to $-0.102$ at 700 K, and from $-0.396$ to $-0.344$ at 400 K. The estimate omits the quartic shape of the barrier along the path. For the one-dimensional cosine barrier this adds $+(k_BT/E_b)\,u_b^2/48$ to $\ln(k_q/k_{cl})$ at order $\hbar^2$, about 0.002 and 0.003 at the two temperatures.

Classical anharmonicity of the well is larger than the quantum correction at 700 K. It multiplies the rate by 1.33 there and by 1.22 at 400 K. The classical configuration integral contains no masses, so this factor cancels in the H/D ratio. The averaged curvatures do not cancel: they raise the trace-formula ratio from 1.32 to 1.34 at 700 K and from 1.16 to 1.19 at 400 K.

## Beside a real oxide

The barrier, hop length and ring stiffness are assumed values, not data for a particular oxide. The sign of the correction rests on the ring stiffness: with the other values fixed, the trace difference vanishes at a ring value $k_t\approx64$ eV/nm², and for a softer ring the leading quantum term speeds the hop. The two temperatures correspond roughly to a hydrogen anneal and to a device stress test. The assumption that a real gate oxide plainly breaks is that of a single barrier. For a Gaussian spread $\sigma$, averaging $e^{-\beta E_b}$ multiplies the mean hop rate by $e^{\sigma^2/2(k_BT)^2}$. With an assumed $\sigma=0.05$ eV this is 1.4 at 700 K and 2.9 at 400 K, more than the quantum correction in either case. Long-range diffusion need not follow this mean, since slow passages can control it. Trapping, reaction at defects and pairing into H$_2$ also separate a measured transport rate from the hop rate, and recrossing, not sized here, would lower the hop rate.

A proton bound to oxygen is a different case. Its O–H stretch is roughly 0.45 eV, so $u\approx0.45/0.060=7.5$ at 700 K, which exceeds $2\pi$. Unless the stretch has the same frequency at well and saddle and cancels, the trace expansion then fails: for a change from 0.45 to 0.43 eV this mode gives 0.20 in the trace term against 0.12 in full. The product formula must be used if the harmonic description is still acceptable. The complete values for both temperatures are in the numerical output.

## Numbers as computed

```
barrier 0.30 eV, hop length 0.40 nm
transverse k: well 30, saddle 200 eV/nm^2
oxygen k: well 960, saddle 1060 eV/nm^2
H-O coupling 3.0 eV/nm, O mass 16.0 u
masses: H 1.0078 u, D 2.0141 u
curvature along hop: well 37.01, saddle -37.01 eV/nm^2
H curvature sum: well 97.01, saddle 362.99 eV/nm^2
difference well - saddle -265.98 eV/nm^2
H well mode energies (meV): [35.27 35.27 36.48 52.08]
H bound saddle mode energies (meV): [53.15 91.08 91.08]
H barrier mode energy 39.88 meV
D well mode energies (meV): [24.95 24.95 26.49 50.74]
D bound saddle mode energies (meV): [52.94 64.43 64.43]
D barrier mode energy 28.32 meV
barrier mode at coupling 0, 3, 6 eV/nm (meV): [39.18 39.88 41.81]
hbar^2 term at 700 K, same couplings: [-0.12932 -0.12932 -0.12932]
hbar^4 term, coupling at both points: [0.003564 0.003564 0.003564]
hbar^4 term, coupling at saddle only: [0.003558 0.00357  0.003608]
classical H/D rate ratio 1.4083
--- T = 700 K, kT = 60.32 meV
H ln(kq/kcl): trace -0.1293, next 0.0036, full -0.1259
D ln(kq/kcl): trace -0.0662, next 0.0009, full -0.0653
H tunnelling factor 1.0184, bound-mode factor 0.8658
H total quantum factor 0.8817
H hop rate per exit: classical 8.972e+09, quantum 7.911e+09 1/s
H diffusivity, six exits on a cubic net 1.266e-05 cm^2/s
H/D ratio: trace formula 1.3221, full harmonic 1.3255
neglected: well anharmonicity, rate factor 1.327
neglected: trace term, averaged curvatures -0.1022
neglected: quartic barrier scale 0.0037
neglected: barrier spread 0.05 eV, mean-rate factor 1.410
--- T = 400 K, kT = 34.47 meV
H ln(kq/kcl): trace -0.3960, next 0.0334, full -0.3659
D ln(kq/kcl): trace -0.2028, next 0.0086, full -0.1946
H tunnelling factor 1.0580, bound-mode factor 0.6555
H total quantum factor 0.6936
H hop rate per exit: classical 2.153e+08, quantum 1.493e+08 1/s
H diffusivity, six exits on a cubic net 2.389e-07 cm^2/s
H/D ratio: trace formula 1.1608, full harmonic 1.1865
neglected: well anharmonicity, rate factor 1.220
neglected: trace term, averaged curvatures -0.3444
neglected: quartic barrier scale 0.0064
neglected: barrier spread 0.05 eV, mean-rate factor 2.864
H series converges above 168.2 K
H parabolic-barrier rate finite above 73.7 K
```
